\section*{Energy Ratios of the Neutral Thomas-Fermi Atom}

\section{The situation}

A heavy neutral atom holds many electrons close to a strongly charged nucleus. Its energy has three large parts: the kinetic energy $T$, the attraction to the nucleus $V_{ne}$ and the repulsion between electrons $V_{ee}$. A change of nuclear charge alters the density and all three parts. One may ask whether their proportions change too.

In the Thomas-Fermi model they do not: for every neutral atom
\begin{equation}
T:V_{ne}:V_{ee}=3:-7:1 .
\label{ratio}
\end{equation}
The model treats the electrons at each point as a uniform, spin-unpolarized Fermi gas. In Hartree atomic units, with a fixed point nucleus of charge $Z$ and no relativity, its energy is
\begin{align}
E[n;Z]&=T+V_{ne}+V_{ee},\nonumber\\
T&=C\int n^{5/3}\,d^3r,\qquad C=\tfrac{3}{10}(3\pi^2)^{2/3},\nonumber\\
V_{ne}&=-Z\int\frac{n}{r}\,d^3r,\qquad
V_{ee}=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{functional}
\end{align}
Here $n\ge0$ and $\int n\,d^3r=N$. The repulsion is that of a classical charge cloud, including its self-repulsion; exchange and correlation are absent. I assume that a minimizing density exists for $0<N\le Z$.

\section{Simple case: no repulsion}

Drop $V_{ee}$ first. With a Lagrange multiplier $\mu$ for the electron number, the minimum obeys
\begin{equation}
\tfrac53Cn^{2/3}-\frac Zr=\mu \quad\text{where } n>0 .
\label{bareEuler}
\end{equation}
Since $\frac53C=\frac12(3\pi^2)^{2/3}$, this gives
\begin{equation}
n=\frac{[2(Z/r+\mu)]^{3/2}}{3\pi^2}.
\end{equation}
The cloud must end for $N$ to be finite, so $\mu=-Z/r_0$, where $r_0$ is its edge. With $r=r_0t$,
\begin{align}
N&=\frac{4\pi}{3\pi^2}(2Z)^{3/2}\int_0^{r_0}r^2\left(\frac1r-\frac1{r_0}\right)^{3/2}dr\nonumber\\
&=\frac{4}{3\pi}(2Zr_0)^{3/2}\int_0^1t^{1/2}(1-t)^{3/2}dt
=\frac{(2Zr_0)^{3/2}}{12},
\end{align}
because the last integral is $\pi/16$. Hence $r_0=(12N)^{2/3}/(2Z)$ and $\mu=-2Z^2/(12N)^{2/3}$.

Two relations now give the energies. First, compress the density at fixed $N$ by $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$. Then $T$ becomes $\lambda^2T$ and $V_{ne}$ becomes $\lambda V_{ne}$. The energy is stationary at $\lambda=1$, so $2T+V_{ne}=0$. Second, multiply (\ref{bareEuler}) by $n$ and integrate: $\frac53T+V_{ne}=\mu N$. Subtracting the first from the second gives $-\frac13T=\mu N$, and therefore
\begin{equation}
E_0=-T=3\mu N=-\left(\tfrac32\right)^{1/3}Z^2N^{1/3},
\qquad V_{ne}=2E_0 .
\label{bare}
\end{equation}

As a check, differentiate at fixed $N$: $Z\,\partial E_0/\partial Z=2E_0=V_{ne}$. This is the Hellmann-Feynman relation: only the explicit $Z$ in the functional contributes, since the energy is stationary against the accompanying change of density.

Now set $N=Z$. The energy varies as $Z^{7/3}$, so its logarithmic slope is $7/3$, while $V_{ne}/E_0$ is 2. The difference arises because moving along $N=Z$ also adds electrons, each at the cost $\mu$: indeed $\frac73E_0=2E_0+\frac13E_0=V_{ne}+\mu N$. A factor $7/3$ in $V_{ne}$ itself therefore requires $\mu=0$, which the bare nucleus does not provide. Repulsion has to provide it.

\section{Repulsion restored: the virial relation}

Let $v_H$ be the electrostatic potential energy of one electron in the cloud, and put $\phi=Z/r-v_H$. The functional derivative is
\begin{equation}
\frac{\delta E}{\delta n}=\tfrac53Cn^{2/3}-\phi .
\end{equation}
It equals $\mu$ where $n>0$ and is at least $\mu$ where $n=0$, since density can only be added there. Both cases are contained in
\begin{equation}
\tfrac53Cn^{2/3}=\max(\phi+\mu,0).
\label{Euler}
\end{equation}

Under $n_\lambda$ all distances shrink by $\lambda$, so $V_{ee}$ becomes $\lambda V_{ee}$, and
\begin{equation}
E(\lambda)=\lambda^2T+\lambda(V_{ne}+V_{ee}).
\end{equation}
Its derivative vanishes at $\lambda=1$:
\begin{equation}
2T+V_{ne}+V_{ee}=0,\qquad E=-T .
\label{virial}
\end{equation}
Without repulsion this returns the previous $2T+V_{ne}=0$. It is one equation for two ratios, so a second one is needed.

\section{Neutrality makes the chemical potential zero}

The functional is strictly convex, as shown in the next section. Its minimizer at given $N$ is therefore unique: the average of two different minimizers would have the same $N$ and a lower energy. Rotating the minimizer gives another minimizer, so it must be spherical.

Let $N_{\rm in}(r)$ and $N_{\rm out}(r)$ be the electron numbers inside and outside radius $r$. Inner shells act as if at the center, and outer shells give a constant potential:
\begin{equation}
\phi(r)=\frac{Z-N_{\rm in}(r)}r-\int_r^\infty4\pi r'n(r')\,dr' .
\label{shell}
\end{equation}
For $N=Z$ the first numerator is $N_{\rm out}(r)$. In the integral, $4\pi r'n=4\pi r'^2n/r'$ with $1/r'\le1/r$, so the integral lies between zero and $N_{\rm out}(r)/r$. Thus
\begin{equation}
0\le\phi(r)\le\frac{N_{\rm out}(r)}r .
\label{phibound}
\end{equation}

This bound excludes both signs of $\mu$.

If $\mu>0$, then $\phi\to0$ at large $r$, and (\ref{Euler}) makes $n$ approach the positive constant $(2\mu)^{3/2}/(3\pi^2)$. The electron number would be infinite.

If $\mu<0$, then $\phi+\mu<0$ far out, and $n$ vanishes there. Let $R$ be the smallest radius beyond which $n=0$. As $r\to R$ from inside, $N_{\rm out}(r)\to0$, so $\phi\to0$ by (\ref{phibound}). Then $\phi+\mu<0$ already somewhat inside $R$, where $n$ would vanish too. This contradicts the choice of $R$.

Hence $\mu=0$. Physically, a neutral cloud with a sharp edge would leave no potential at that edge to hold electrons of negative $\mu$. For a positive ion (\ref{shell}) gives $\phi\ge(Z-N)/r$, so $\mu\ge0$ would make $n$ fall no faster than $r^{-3/2}$ and the electron number infinite. Hence $\mu<0$ and the cloud ends at some radius $R$. The edge potential is $(Z-N)/R$, and the same continuity argument gives $\mu=-(Z-N)/R<0$. With repulsion removed, the edge potential is $Z/r_0$ and the result of the simple case returns.

The same reasoning excludes bound anions in this model. For $N>Z$, (\ref{shell}) makes $\phi$ negative far out. A positive $\mu$ is excluded as before. With $\mu\le0$ the cloud must end, but at its edge $\phi=(Z-N)/R<0$, so $\phi+\mu<0$ just inside, again a contradiction.

\section{A minimum without a constraint}

With $\mu=0$ and $\phi\ge0$, (\ref{Euler}) says that $\delta E/\delta n=0$ everywhere. To see that this is a minimum against any change, including a change of electron number, compare the neutral density $n$ with another density $m$.

The function $Cn^{5/3}$ is strictly convex and lies above its tangents:
\begin{equation}
Cm^{5/3}\ge Cn^{5/3}+\tfrac53Cn^{2/3}(m-n).
\end{equation}
The attraction is linear. The repulsion is quadratic, so
\begin{equation}
V_{ee}[m]=V_{ee}[n]+\int v_H(m-n)\,d^3r+V_{ee}[m-n].
\end{equation}
The last term is the electrostatic self-energy of the charge difference. It equals $(8\pi)^{-1}$ times the integral of its squared field and cannot be negative. Adding the three parts,
\begin{equation}
E[m;Z]-E[n;Z]\ge\int\frac{\delta E}{\delta n}(m-n)\,d^3r=0 .
\label{global}
\end{equation}
Thus the neutral energy, called $F(Z)$ from here on, is the lowest value of $E[n;Z]$ over densities of any electron number.

The program minimizes the functional for thallium, $Z=81$, at $\mu=0$ without imposing $N$. It finds $N=81.00000$ and $F=-21823$ hartree. Exponential trial densities, with their decay constants scanned in steps of $0.2$ bohr$^{-1}$, give about $-13060$, $-11600$ and $-9840$ hartree for $N=61$, 81 and 101. Of these three trials the one with the smallest $N$ is lowest, so a restricted shape need not favor neutrality, but all three lie above the minimum, as (\ref{global}) requires.

\section{Scaling with nuclear charge}

Write any density for charge $Z$ as
\begin{equation}
n(\mathbf r)=Z^2m(\mathbf s),\qquad \mathbf s=Z^{1/3}\mathbf r .
\end{equation}
Then $d^3r=Z^{-1}d^3s$ and $1/r=Z^{1/3}/s$. The powers of $Z$ are
\begin{align}
N:&\quad Z^2Z^{-1}=Z,\nonumber\\
T:&\quad Z^{10/3}Z^{-1}=Z^{7/3},\nonumber\\
V_{ne}:&\quad Z\,Z^2\,Z^{1/3}\,Z^{-1}=Z^{7/3},\nonumber\\
V_{ee}:&\quad Z^4\,Z^{1/3}\,Z^{-2}=Z^{7/3}.
\end{align}
So $E[n;Z]=Z^{7/3}E[m;1]$. Minimizing over all $n$ is the same as minimizing over all $m$, and
\begin{equation}
F(Z)=Z^{7/3}F(1),\qquad Z\frac{dF}{dZ}=\tfrac73F .
\label{scaling}
\end{equation}
The three parts share one power, so their ratios cannot depend on $Z$. The values of the ratios are still open.

Antimony, $Z=51$, gives $F=-7415$ hartree. The exponent from the two atoms, $\ln(21823/7415)/\ln(81/51)$, comes out as $2.333333$ with the unrounded energies.

\section{Hellmann-Feynman on the neutral line}

The usual Hellmann-Feynman argument changes $Z$ at fixed $N$. Starting from a neutral atom, a lower $Z$ would then call for an anion, which the model does not bind. The unconstrained minimum avoids this difficulty.

Take the neutral density $n_Z$ as a trial density for another nuclear charge $Z'$. Its electron number need not equal $Z'$. Only the attraction contains the nuclear charge explicitly, and it does so linearly. Therefore
\begin{equation}
F(Z')\le E[n_Z;Z']=F(Z)+(Z'-Z)\frac{V_{ne}}Z ,
\label{tangent}
\end{equation}
with $V_{ne}$ taken at charge $Z$. The difference between the left and right sides is nowhere positive and vanishes at $Z'=Z$, so it has a maximum there. By (\ref{scaling}) $F$ is differentiable, and the derivative of the difference must vanish:
\begin{equation}
\frac{dF}{dZ}=\frac{V_{ne}}Z .
\label{HF}
\end{equation}

For thallium, minimizations at $Z=80.9$ and $81.1$ give a slope of $-628.646$ hartree per unit charge, and $V_{ne}/Z$ agrees to this precision. As a test far from the tangent point, the thallium density in the field of an antimony nucleus has the energy
\begin{equation}
-21823+(51-81)(-628.65)=-2964\ \text{hartree},
\end{equation}
well above the antimony minimum of $-7415$ hartree.

\section{The ratio}

Combine (\ref{scaling}) and (\ref{HF}), then use $F=-T$:
\begin{equation}
V_{ne}=Z\frac{dF}{dZ}=\tfrac73F=-\tfrac73T .
\end{equation}
The virial relation (\ref{virial}) supplies the repulsion:
\begin{equation}
V_{ee}=-2T-V_{ne}=-2T+\tfrac73T=\tfrac13T .
\end{equation}
Multiplying the proportions $1:-\frac73:\frac13$ by 3 gives (\ref{ratio}). The repulsion is one seventh of the attraction in magnitude.

For thallium the three integrals, each evaluated from its definition, are
\begin{equation}
T=21823,\qquad V_{ne}=-50920,\qquad V_{ee}=7274\ \text{hartree}.
\end{equation}
Their sum is $-21823$ hartree, or about $-594$ keV. With unrounded values, $3V_{ne}/T=-7.00000$ and $3V_{ee}/T=1.00000$. These digits test the identity within the model; they are not the accuracy of the model for real thallium.

The ratio also fixes the cost of rescaling the neutral density without changing its shape. Multiply the neutral density by $1+\epsilon$. The energy becomes
\begin{equation}
T\left[(1+\epsilon)^{5/3}-\tfrac73(1+\epsilon)+\tfrac13(1+\epsilon)^2\right].
\end{equation}
The linear terms cancel, since $\frac53-\frac73+\frac23=0$. The quadratic coefficient is $\frac59+\frac13=\frac89$. For $\epsilon=\pm0.05$ the rise is about $\frac89(0.0025)(21823)=48.5$ hartree. The computed rises are 48.33 hartree for the increase and 48.67 hartree for the decrease. These are only upper bounds on the cost of a wrong electron number, because the shape was not allowed to relax. The relaxed cost is much smaller: the convexity inequality and the table in the section on positive ions give $E(N)-F\le|\mu|(Z-N)$, an upper bound of about 3.5 hartree for $N=77.47$, where $\mu=-1$ hartree.

\section{A separate route to the attraction}

The attraction can also be found from the potential at the nucleus. Outside the nucleus, Poisson's equation is $\nabla^2\phi=4\pi n$, with $n=(2\phi)^{3/2}/(3\pi^2)$ at $\mu=0$. Put $\phi=(Z/r)\chi(x)$ and $r=bx$. Since $\nabla^2\phi=(r\phi)''/r$,
\begin{equation}
\frac{Z}{b^3x}\chi''=\frac{8\sqrt2}{3\pi}\left(\frac{Z\chi}{bx}\right)^{3/2}.
\end{equation}
The choice $b=\frac12(3\pi/4)^{2/3}Z^{-1/3}=0.885341\,Z^{-1/3}$ bohr removes all constants:
\begin{equation}
\chi''=\frac{\chi^{3/2}}{\sqrt x},\qquad \chi(0)=1,\qquad \chi(\infty)=0 .
\end{equation}
Near the nucleus $\phi=Z/r+Z\chi'(0)/b+\cdots$, so $v_H(0)=-Z\chi'(0)/b$. But $v_H(0)=\int(n/r)\,d^3r$, and hence
\begin{equation}
V_{ne}=-Zv_H(0)=\frac{Z^2\chi'(0)}b .
\end{equation}
Integrating the differential equation gives $\chi'(0)=-1.588071$. Then $V_{ne}/Z^{7/3}=-1.588071/0.885341=-1.79374$ hartree. Three sevenths of this is $-0.76875$ hartree, in agreement with the energy coefficient $F/Z^{7/3}=-0.768745$ hartree from direct minimization.

\section{Positive ions and the weak-repulsion limit}

To see what a nonzero $\mu$ changes, multiply (\ref{Euler}) by $n$ and integrate. The attraction appears once, but $\int v_Hn\,d^3r=2V_{ee}$, so
\begin{equation}
\tfrac53T+V_{ne}+2V_{ee}=\mu N .
\end{equation}
Subtracting the virial relation gives $-\frac13T+V_{ee}=\mu N$. Therefore
\begin{equation}
V_{ee}=\tfrac13T+\mu N,\qquad V_{ne}=-\tfrac73T-\mu N .
\label{ion}
\end{equation}
At $\mu=0$ this confirms (\ref{ratio}) without differentiating in $Z$. For a positive ion $\mu<0$, and both potential energies are smaller in magnitude relative to $T$.

Here $\mu$ is the slope of the energy in $N$. Repeating the convexity argument with $\delta E/\delta n\ge\mu$, and equality where $n>0$, gives $E(N')\ge E(N)+\mu(N)(N'-N)$. Exchanging $N$ and $N'$ gives the companion bound. For $N'>N$,
\begin{equation}
\mu(N)\le\frac{E(N')-E(N)}{N'-N}\le\mu(N'),
\end{equation}
so $\partial E/\partial N=\mu$ wherever $\mu$ is continuous in $N$. A finite difference around $\mu=-10$ hartree gives $-10.000$ hartree to three decimals.

For thallium ions the minimization gives
\begin{center}
\begin{tabular}{rrrr}
$\mu$ (hartree) & $N$ & $3V_{ne}/T$ & $3V_{ee}/T$\\
$-100$ & 33.28 & $-6.509$ & 0.509\\
$-10$ & 65.95 & $-6.909$ & 0.909\\
$-1$ & 77.47 & $-6.989$ & 0.989\\
$-0.1$ & 80.27 & $-6.999$ & 0.999
\end{tabular}
\end{center}
The electron numbers are fractional because $\mu$ was chosen and $N$ followed. As $\mu\to0$ the ion approaches neutrality and the ratio approaches $3:-7:1$. In the opposite limit, $N\ll Z$, repulsion is negligible beside attraction. Then (\ref{bare}) gives $\mu N=-\frac13T$, and (\ref{ion}) becomes $V_{ee}=0$ and $V_{ne}=-2T$, the simple case again.

\section{Where the ratio fails}

The result belongs to the functional (\ref{functional}). A local exchange energy, proportional to $\int n^{4/3}d^3r$, would scale on the neutral density as $Z^{8/3}Z^{-1}=Z^{5/3}$. The terms would no longer share one power of $Z$, and the derivation would not apply. On this density exchange is smaller than the retained terms by a factor of order $Z^{-2/3}$.

The region near the nucleus matters more. A local Fermi gas makes sense where the wavelength is short compared with $r$. Near the nucleus the Fermi wave number is $k_F\simeq(2Z/r)^{1/2}$, so $k_Fr\simeq(2Zr)^{1/2}$ falls to order one at $r\sim1/Z$. There $n\sim(Z/r)^{3/2}$, and the attraction from inside this radius is of order
\begin{equation}
Z\int_0^{1/Z}\frac1r\left(\frac Zr\right)^{3/2}r^2\,dr\sim Z^{5/2}Z^{-1/2}=Z^2 .
\end{equation}
Relative to $Z^{7/3}$ this is of order $Z^{-1/3}$, which is 0.23 for thallium before any numerical factor. It estimates how slowly the doubtful region loses weight; it is not a computed error. On the thallium density the region $r<1/Z$ holds about 30\% of the attraction and 40\% of the kinetic energy, and $k_Fr$ reaches only about 4 at its maximum. The criterion also fails in the outer tail, beyond about 10 bohr, but that region carries a negligible share of the attraction. Shell structure, correlation and relativity are also missing, so the thallium energies above are Thomas-Fermi energies and not predictions for the real atom. The numerical check tests the relations within the model. For comparison, nonrelativistic Hartree-Fock krypton, with exchange counted in $V_{ee}$, has $T:V_{ne}:V_{ee}\approx3:-7.18:1.18$ and an energy of $-2752$ hartree, against $3:-7:1$ and $-3290$ hartree in the Thomas-Fermi model.

\section*{Table of computed values}
\begin{verbatim}
Tl nuclear charge Z = 81
Radial grid: 801 points, 1e-15 to 1e+03 bohr
Kernel check, 1s self-repulsion = 0.312500 hartree
Tl electron number found at mu=0: N = 81.00000
Tl T   = 21822.98 hartree
Tl Vne = -50920.29 hartree
Tl Vee = 7274.33 hartree
Tl E   = -21822.98 hartree = -593.83 keV
Tl virial ratio -(Vne+Vee)/T = 2.000000
Tl 3 Vne/T = -7.00000, 3 Vee/T = 1.00000
Finite-difference step in Z = 0.1
dF/dZ by difference = -628.6456 hartree
Vne/Z               = -628.6455 hartree
Sb (Z = 51) E = -7415.03 hartree
Exponent of E in Z from Sb and Tl = 2.333333
Tl density in the Sb nuclear field: E = -2963.61 hartree
Best exponential trial, N = 61: E = -13057.71 hartree
Best exponential trial, N = 81: E = -11601.02 hartree
Best exponential trial, N = 101: E = -9840.60 hartree
Tl density times 0.95: E - E_min = 48.67 hartree
Tl density times 1.05: E - E_min = 48.33 hartree
Screening function slope at the nucleus = -1.588071
TF length times Z^(1/3) = 0.885341 bohr
Tl Vne from the differential equation = -50920.29 hartree
E/Z^(7/3) = -0.768745 hartree
Tl ions: mu (hartree), N, 3Vne/T, 3Vee/T, 3(Vee - mu N)/T
   -100.0   33.282   -6.5089   0.5089   1.0000
    -10.0   65.953   -6.9091   0.9091   1.0000
     -1.0   77.466   -6.9894   0.9894   1.0000
     -0.1   80.267   -6.9989   0.9989   1.0000
dE/dN by difference around mu = -10 hartree: -9.9999 hartree
\end{verbatim}
